\section*{Invariant expansion and branch curvatures of silicon's T2g optical phonons}

\section{A special case: wave vector along [100]}

Silicon has two atoms per primitive cell, 1 and 2, of equal mass $m$. Let $\mathbf u_1,\mathbf u_2$ be the amplitudes of a lattice wave of wave vector $\mathbf q$. In an optical phonon at $\mathbf q=0$ the two sublattices move against each other. The three directions of this motion are equivalent, so there is one threefold frequency $\omega_0$. Describe the motion by
\begin{equation}
\mathbf w=\sqrt{m/2}\,(\mathbf u_1-\mathbf u_2).
\end{equation}
For small $\mathbf q$ the squared frequencies are the eigenvalues of $\omega_0^2I+K(\mathbf q)$, where $K$ is a $3\times3$ matrix. Assume for now that the forces are short-ranged, so that $K$ is a power series in $\mathbf q$, and keep the order $q^2$.

Take $\mathbf q=(q,0,0)$ along a cubic axis and use the crystal symmetries that leave it unchanged.
\begin{itemize}
\item A half turn about $x$ reverses $w_y$ and $w_z$. Hence $K_{xy}=K_{xz}=0$.
\item The reflection $y\leftrightarrow z$ gives $K_{yy}=K_{zz}$ and $K_{yz}=K_{zy}$.
\item A quarter turn about $x$, combined with a translation, exchanges the sublattices. It turns $(w_y,w_z)$ by $90^\circ$ and adds an overall sign, which cancels in $K$. It gives $K_{yz}=-K_{zy}$, so $K_{yz}=0$.
\end{itemize}
What remains is $K=q^2\,\mathrm{diag}(L,M,M)$: one longitudinal branch (LO) and two equal transverse branches (TO), with two unknown numbers. For a general direction one more number enters.

\section{The matrix and its symmetry}

\subsection{Eliminating the acoustic modes}

The full problem has six coordinates: $\mathbf w$ and the acoustic combination $\mathbf v=\sqrt{m/2}\,(\mathbf u_1+\mathbf u_2)$. With blocks $D_{oo},D_{oa},D_{ao},D_{aa}$ of the dynamical matrix,
\begin{equation}
D_{aa}\mathbf v+D_{ao}\mathbf w=\omega^2\mathbf v,\qquad
D_{oa}\mathbf v+D_{oo}\mathbf w=\omega^2\mathbf w .
\end{equation}
A uniform translation costs no energy, so $D_{ao}$ and $D_{aa}$ vanish at $\mathbf q=0$. $D_{ao}$ then starts at order $q$. Inversion makes $D_{aa}$ even in $\mathbf q$, so it starts at order $q^2$. For an optical solution $\omega^2\approx\omega_0^2$, and the first equation gives $\mathbf v\approx D_{ao}\mathbf w/\omega_0^2$. Inserting this in the second,
\begin{equation}
\omega_0^2I+K=D_{oo}+\frac{D_{oa}D_{ao}}{\omega_0^2}\quad\text{to order }q^2 .
\label{eq:fold}
\end{equation}
The second term is itself of order $q^2$ and cannot be dropped. Crystal symmetries do not mix $\mathbf v$ with $\mathbf w$, so $K$ keeps the full symmetry.

\subsection{Why the mode is T2g}

Let $R$ be one of the 48 operations of $O_h$. If it maps each sublattice onto itself, $\mathbf w\to R\mathbf w$. If it exchanges them, $\mathbf u_1-\mathbf u_2$ acquires an extra sign, and $\mathbf w\to-R\mathbf w$. Write both as $\mathbf w\to T\mathbf w$.

The four bonds from atom 1 point along
\begin{equation}
\boldsymbol\sigma_i=(1,1,1),\ (1,-1,-1),\ (-1,1,-1),\ (-1,-1,1),
\end{equation}
for which $\sigma_x\sigma_y\sigma_z=+1$. The operations that keep the sublattices preserve this product, and those that exchange them reverse it. Thus the function $xyz$ goes into $\pm xyz$ with the same sign as in $T=\pm R$. The triple $(yz,zx,xy)$ is the gradient of $xyz$. A gradient rotates with $R$, and the sign comes along, so the triple transforms with $T$. This is the representation $T_{2g}$. Inversion has $R=-I$ and exchanges the sublattices, so $T=+I$ and the mode is even.

\subsection{Conditions on $K$}

Symmetry requires
\begin{equation}
K(R\mathbf q)=T\,K(\mathbf q)\,T^{\mathsf T}.
\label{eq:cov}
\end{equation}
For inversion this reads $K(-\mathbf q)=K(\mathbf q)$, so there is no linear term. Real force constants give $K(-\mathbf q)=K(\mathbf q)^*$. Together these make $K$ real, and a real Hermitian matrix is symmetric.

Without inversion, in the group $T_d$, symmetry alone would admit one linear matrix, with elements $|\epsilon_{abc}|q_c$. It is real and symmetric. Real force constants, however, require a linear term to be imaginary, hence antisymmetric by Hermiticity, so this matrix is excluded too.

\section{The three invariants}

The method of invariants sorts the constant matrices and the polynomials in $\mathbf q$ by representation, then pairs partners that transform alike. The $3\times3$ matrices transform as
\begin{equation}
T_{2g}\otimes T_{2g}=A_{1g}+E_g+T_{1g}+T_{2g},
\end{equation}
where $T_{1g}$ holds the antisymmetric matrices. The six products $q_aq_b$ transform as $A_{1g}+E_g+T_{2g}$. By Schur's lemma each shared representation, occurring once on either side, contributes one invariant with one free coefficient.

\paragraph{$A_{1g}$.} The unit matrix pairs with $q^2$, giving $A\,q^2I$.

\paragraph{$E_g$.} The matrices are $\mathrm{diag}(-1,-1,2)/\sqrt6$ and $\mathrm{diag}(1,-1,0)/\sqrt2$. Their partners are $(2q_z^2-q_x^2-q_y^2)/\sqrt6$ and $(q_x^2-q_y^2)/\sqrt2$. The $xx$ element of the summed products is
\begin{equation}
-\frac{2q_z^2-q_x^2-q_y^2}{6}+\frac{q_x^2-q_y^2}{2}=q_x^2-\frac{q^2}{3},
\end{equation}
and likewise for the others, so the invariant is $B\,\mathrm{diag}(q_a^2-q^2/3)$.

\paragraph{$T_{2g}$.} The symmetric off-diagonal matrices pair with $q_yq_z,q_zq_x,q_xq_y$. This gives $N\,O$, where $O_{ab}=q_aq_b$ for $a\ne b$ and $O_{aa}=0$.

The antisymmetric matrices find no quadratic partner. With $L=A+\tfrac23B$ and $M=A-\tfrac13B$, the diagonal part becomes $Lq_a^2+M(q^2-q_a^2)$, and
\begin{equation}
K=\begin{pmatrix}
Lq_x^2+M(q_y^2+q_z^2)&Nq_xq_y&Nq_xq_z\\
Nq_xq_y&Lq_y^2+M(q_z^2+q_x^2)&Nq_yq_z\\
Nq_xq_z&Nq_yq_z&Lq_z^2+M(q_x^2+q_y^2)
\end{pmatrix}.
\label{eq:K}
\end{equation}
An explicit average over the 48 operations also counts three quadratic invariants and no linear one.

\section{Branch curvatures}

Write $\omega^2=\omega_0^2+c\,q^2$ for each branch. Taking the root,
\begin{equation}
\omega=\omega_0+\frac{c}{2\omega_0}q^2+O(q^4),\qquad
\left.\frac{d^2\omega}{dq^2}\right|_{0}=\frac{c}{\omega_0}.
\end{equation}

\paragraph{Along [100].} The matrix is diagonal:
\begin{equation}
c_{LO}=L,\qquad c_{TO}=M\ \text{(twice)}.
\end{equation}

\paragraph{Along [111].} Here $q_a^2=q_aq_b=q^2/3$. Let $J$ be the matrix whose elements are all 1. Then
\begin{equation}
K=\frac{q^2}{3}\left[(L+2M-N)I+NJ\right].
\end{equation}
$J$ has eigenvalue 3 on $(1,1,1)$, which is parallel to $\mathbf q$, and 0 on the two perpendicular vectors. Hence
\begin{equation}
c_{LO}=\frac{L+2M+2N}{3},\qquad c_{TO}=\frac{L+2M-N}{3}\ \text{(twice)}.
\label{eq:c111}
\end{equation}

The LO--TO difference of $c$ is $L-M$ along [100] and $N$ along [111]. The two can differ in sign. If $N=L-M$, then $K=Mq^2I+(L-M)\mathbf q\mathbf q^{\mathsf T}$ and the dispersion is isotropic. The trace of (\ref{eq:K}) is $(L+2M)q^2$ in every direction, so
\begin{equation}
c_{LO}+2c_{TO}\ \text{is the same along [100] and [111].}
\label{eq:trace}
\end{equation}
Four curvatures thus depend on three numbers.

\section{The parameters from a force model}

Symmetry does not fix $L,M,N$. The Keating model gives them in closed form. With bond vectors $\mathbf b$ of length $d$, its energy is
\begin{equation}
\frac{3\alpha}{8d^2}\sum_{\text{bonds}}[\Delta(\mathbf b\cdot\mathbf b)]^2+\frac{3\beta}{8d^2}\sum_{\text{angles}}[\Delta(\mathbf b_i\cdot\mathbf b_j)]^2 ,
\end{equation}
where $\Delta$ is the change from equilibrium. The $\alpha$ term resists stretching. The $\beta$ term resists bending and, because $\mathbf b_i\cdot\mathbf b_j$ also depends on the bond lengths, stretching too. Since each $\Delta$ vanishes at equilibrium, its linear part suffices for harmonic motion.

\subsection{Bloch form}

Put $s=a/4$, with $a$ the cubic lattice constant. Then $\mathbf b_i=s\boldsymbol\sigma_i$ and $d^2=3s^2$. With $\phi_i=e^{is\mathbf q\cdot\boldsymbol\sigma_i}$, bond $i$ changes by $\phi_i\mathbf u_2-\mathbf u_1$. A stretch has $\Delta=2s\,\boldsymbol\sigma_i\cdot(\phi_i\mathbf u_2-\mathbf u_1)$ and costs $\frac{\alpha}{2}|\boldsymbol\sigma_i\cdot(\phi_i\mathbf u_2-\mathbf u_1)|^2$. An angle at atom 1 costs
\begin{equation}
\frac{\beta}{8}\left|\mathbf g\cdot\mathbf u_2-\mathbf S\cdot\mathbf u_1\right|^2,\quad
\mathbf S=\boldsymbol\sigma_i+\boldsymbol\sigma_j,\quad
\mathbf g=\phi_j\boldsymbol\sigma_i+\phi_i\boldsymbol\sigma_j .
\end{equation}
At atom 2 the bonds are reversed, which exchanges $\mathbf u_1,\mathbf u_2$ and replaces $\mathbf g$ by $\mathbf g^*$. Writing the energy per cell as $\frac12u^\dagger\Phi u$,
\begin{align}
\Phi_{11}&=\alpha\sum_i\boldsymbol\sigma_i\boldsymbol\sigma_i^{\mathsf T}+\frac\beta4\sum_{i<j}(\mathbf S\mathbf S^{\mathsf T}+\mathbf g\mathbf g^\dagger),\\
\Phi_{12}&=-\alpha\sum_i\phi_i\boldsymbol\sigma_i\boldsymbol\sigma_i^{\mathsf T}-\frac\beta4\sum_{i<j}(\mathbf S\mathbf g^{\mathsf T}+\mathbf g\mathbf S^{\mathsf T}).
\end{align}
Also $\Phi_{22}=\Phi_{11}^*$ and, as $\Phi_{12}$ is a symmetric matrix, $\Phi_{21}=\Phi_{12}^*$. Passing to $\mathbf v,\mathbf w$,
\begin{equation}
D_{oo}=\frac{\mathrm{Re}(\Phi_{11}-\Phi_{12})}{m},\qquad
D_{ao}=\frac{i\,\mathrm{Im}(\Phi_{11}-\Phi_{12})}{m}.
\label{eq:blocks}
\end{equation}

The six bond pairs fall into two per axis. For the $x$ axis they are $\eta\hat{\mathbf x}\pm\mathbf p_\eta$ with $\eta=\pm1$ and $\mathbf p_\eta=\hat{\mathbf y}+\eta\hat{\mathbf z}$; the other axes follow cyclically. With $X=sq_x$ and $P=s(q_y+\eta q_z)$,
\begin{equation}
\mathbf S=2\eta\hat{\mathbf x},\qquad
\mathbf g=2e^{i\eta X}(\eta\hat{\mathbf x}\cos P-i\mathbf p_\eta\sin P).
\end{equation}

\subsection{Orders zero and one}

At $\mathbf q=0$, $\sum_i\boldsymbol\sigma_i\boldsymbol\sigma_i^{\mathsf T}=4I$, $\mathbf g=\mathbf S$ and $\sum\mathbf S\mathbf S^{\mathsf T}=8I$. So $\Phi_{11}=-\Phi_{12}=4(\alpha+\beta)I$ and
\begin{equation}
\omega_0^2=\frac{8(\alpha+\beta)}{m}.
\end{equation}

At first order define $\mathcal T_{ab}=|\epsilon_{abc}|q_c$. Since $\sum_i\sigma_a\sigma_b\sigma_c=4|\epsilon_{abc}|$, stretching contributes $-4i\alpha s\mathcal T$ to $\Phi_{12}$. For bending, the linear part of $\mathbf S\mathbf g^{\mathsf T}$ is $4i\eta(X\hat{\mathbf x}\hat{\mathbf x}^{\mathsf T}-P\hat{\mathbf x}\mathbf p_\eta^{\mathsf T})$. Summing over $\eta$ cancels the first piece and leaves $-8is\,\hat{\mathbf x}(q_y\hat{\mathbf z}+q_z\hat{\mathbf y})^{\mathsf T}$. The three axes add up to $-8is\mathcal T$, and the transposed term doubles it. The factor $-\beta/4$ gives $+4i\beta s\mathcal T$.

In $\Phi_{11}$ the linear part of $\mathbf g\mathbf g^\dagger$ is $4i\eta P(\hat{\mathbf x}\mathbf p_\eta^{\mathsf T}-\mathbf p_\eta\hat{\mathbf x}^{\mathsf T})$. Its total is proportional to $\mathcal T-\mathcal T^{\mathsf T}=0$. By (\ref{eq:blocks}),
\begin{equation}
D_{ao}=\frac{4i(\alpha-\beta)s}{m}\,\mathcal T .
\end{equation}

\subsection{Order two}

The real quadratic part of $\mathbf g\mathbf g^\dagger$ is $4P^2(\mathbf p_\eta\mathbf p_\eta^{\mathsf T}-\hat{\mathbf x}\hat{\mathbf x}^{\mathsf T})$. Over all pairs, the $xx$ element is
\begin{equation}
8s^2\left[(q_z^2+q_x^2)+(q_x^2+q_y^2)-(q_y^2+q_z^2)\right]=16s^2q_x^2,
\end{equation}
and the $yz$ element is $4s^2[(q_y+q_z)^2-(q_y-q_z)^2]=16s^2q_yq_z$. The sum is $16s^2\mathbf q\mathbf q^{\mathsf T}$, which puts $4\beta s^2\mathbf q\mathbf q^{\mathsf T}$ into $\Phi_{11}$.

In $\Phi_{12}$, stretching gives $\frac{\alpha s^2}{2}\sum_i\boldsymbol\sigma_i\boldsymbol\sigma_i^{\mathsf T}(\mathbf q\cdot\boldsymbol\sigma_i)^2=\alpha s^2(2q^2I+4O)$. The quadratic part of $\mathbf S\mathbf g^{\mathsf T}$ is $-2(X^2+P^2)\hat{\mathbf x}\hat{\mathbf x}^{\mathsf T}+4XP\hat{\mathbf x}\mathbf p_\eta^{\mathsf T}$. Summed over $\eta$ and the axes it is $4s^2(-q^2I+2O)$. Doubling for the transpose and multiplying by $-\beta/4$ gives $\beta s^2(2q^2I-4O)$. Therefore
\begin{equation}
D_{oo}-\omega_0^2I=\frac{s^2}{m}\left[4\beta\,\mathbf q\mathbf q^{\mathsf T}-2(\alpha+\beta)q^2I-4(\alpha-\beta)O\right].
\end{equation}

The acoustic term in (\ref{eq:fold}) is
\begin{equation}
\frac{D_{ao}^\dagger D_{ao}}{\omega_0^2}=\frac{2(\alpha-\beta)^2s^2}{m(\alpha+\beta)}\mathcal T^2,\qquad
\mathcal T^2=\mathrm{diag}(q^2-q_a^2)+O .
\end{equation}
It contributes to $M$ and $N$ but not to $L$. Reading off coefficients with $s^2=a^2/16$,
\begin{align}
L&=\frac{s^2}{m}[4\beta-2(\alpha+\beta)]=-\frac{a^2(\alpha-\beta)}{8m},\\
M&=\frac{s^2}{m}\left[-2(\alpha+\beta)+\frac{2(\alpha-\beta)^2}{\alpha+\beta}\right]=-\frac{a^2\alpha\beta}{2m(\alpha+\beta)},\\
N&=\frac{s^2}{m}\left[4\beta-4(\alpha-\beta)+\frac{2(\alpha-\beta)^2}{\alpha+\beta}\right]=\frac{a^2(5\beta^2-\alpha^2)}{8m(\alpha+\beta)}.
\end{align}

Without the angle term, $\beta=0$, one finds $M=0$ and $N=L$. Then $K=L\mathbf q\mathbf q^{\mathsf T}$, and both transverse branches are flat to order $q^2$ in every direction. More generally, the isotropy condition $N=L-M$ reduces to $4\beta(\beta-\alpha)=0$. It holds for $\beta=0$ and for $\beta=\alpha$, and fails between them.

\section{Numbers}

Take the rough, round values $a=0.543$ nm, $\alpha=45$ N/m, $\beta=12$ N/m and $m=4.66\times10^{-26}$ kg. Then
\begin{equation}
\omega_0=\sqrt{\frac{8\times57\ \text{N/m}}{4.66\times10^{-26}\ \text{kg}}}=9.89\times10^{13}\ \text{rad/s},
\end{equation}
or 525 cm$^{-1}$. The closed forms give, in units of $10^7$ m$^2$/s$^2$,
\begin{equation}
L=-2.61,\qquad M=-2.99,\qquad N=-1.81 .
\end{equation}
Along [100] these are $c_{LO}=-2.61$ and $c_{TO}=-2.99$. Along [111], by (\ref{eq:c111}),
\begin{align}
c_{LO}&=\tfrac13(-2.61-5.98-3.62)=-4.07,\\
c_{TO}&=\tfrac13(-2.61-5.98+1.81)=-2.26 .
\end{align}
The curvatures of the wavenumber, $c/\omega_0$ converted, are $-1.40$ (LO) and $-1.61$ (TO) cm$^{-1}$\,nm$^2$ along [100], and $-2.19$ (LO) and $-1.21$ (TO) cm$^{-1}$\,nm$^2$ along [111].

In this model all branches along [100] and [111] bend downwards. The LO branch is the flatter one along [100] and the steeper one along [111], because $L-M=+0.39$ while $N=-1.81$ in the same units. Leaving out the acoustic elimination would give $M=-4.50$, about 50\% too large in magnitude.

Diagonalising the full $6\times6$ Keating matrix reproduces the four values of $c$ with a largest error of $1.2\times10^{-10}$ relative to $|M|$. Along [123], where no simple polarisation exists, the error is $2.4\times10^{-10}$. At $q=1$ nm$^{-1}$ the quadratic law shifts the [111] LO mode by half its curvature, $-1.09$ cm$^{-1}$. The full model differs from the quadratic law by at most about 0.003 cm$^{-1}$ on the four branches there.

\section{Where three parameters fail: quadrupoles}

The derivation assumed that $K$ is a polynomial. In silicon this is an approximation even at order $q^2$. A displaced silicon atom carries no net dipole, but it does produce a quadrupole, whose electric field is long-ranged.

Let atom 1 move by $\mathbf u$ at zero macroscopic field. Tetrahedral symmetry gives the induced charge the second moments $\int\rho\,r_br_c\,d^3r=Q|\epsilon_{abc}|u_a$. Expanding $e^{-i\mathbf q\cdot\mathbf r}$ to second order, its Fourier amplitude is
\begin{equation}
-\tfrac12Q\,|\epsilon_{abc}|q_bq_cu_a=-Q\,\mathbf p\cdot\mathbf u,\qquad \mathbf p=(q_yq_z,\,q_zq_x,\,q_xq_y).
\end{equation}
Inversion exchanges the atoms and reverses $\mathbf u$ but leaves second moments unchanged, so atom 2 has $-Q$. The cell's amplitude is $-Q\,\mathbf p\cdot(\mathbf u_1-\mathbf u_2)=-Q\sqrt{2/m}\,\mathbf p\cdot\mathbf w$. With cell volume $V=a^3/4$ and electronic dielectric constant $\varepsilon$, the field energy per cell is this amplitude squared over $2V\varepsilon_0\varepsilon q^2$. Equating it to $\frac12\mathbf w^\dagger K'\mathbf w$,
\begin{equation}
K'_{ab}=K_Q\frac{p_ap_b}{q^2},\qquad K_Q=\frac{2Q^2}{mV\varepsilon_0\varepsilon}.
\end{equation}
This obeys (\ref{eq:cov}) and is of order $q^2$, but it is not a polynomial, so the count of invariants did not include it.

The same forces also add polynomial terms to $L,M,N$, of order $K_Q$ for point quadrupoles on the lattice. The statements below concern $K'$ alone, with $L,M,N$ understood to include those terms. Along [100], $\mathbf p=0$ and $K'$ vanishes. Along [111], $\mathbf p=\frac{q^2}{3}(1,1,1)$, so $K'=K_Qq^2J/9$. At given $L,M,N$ the TO curvatures stay, $c_{LO}$ rises by $K_Q/3$, and rule (\ref{eq:trace}) is broken by the same amount. Along [110], $\mathbf p=(0,0,q^2/2)$: there the transverse mode polarised along [001] carries the field.

A direct sum over pairs of unscreened quadrupoles on the diamond lattice tests the form of this term, though not the values of $Q$ and $\varepsilon$. Use $K_{xx}$ along [111] minus its mean over the three cubic axes. Any matrix (\ref{eq:K}) contributes zero, whereas $K'$ contributes $K_Qq^2/9$. For $qa=0.5$ the sum divided by this prediction is 0.996 with pairs up to $22a$ and 1.002 up to $30a$; the small deviations come from the finite radius.

\section{The model beside real silicon}

The Keating values place $\omega_0$ near silicon's Raman line at roughly 520 cm$^{-1}$, but two force constants do not guarantee the measured curvatures. Silicon also breaks the assumption that quadrupole fields are absent, and the effect is not small. With rough values $Q=0.7\,e$\,nm and $\varepsilon=11.7$, $K_Q/3=4.3\times10^7$ m$^2$/s$^2$, about 1.1 times the model's $|c_{LO}|$ along [111] and of opposite sign. At $q=1$ nm$^{-1}$ the term $K'$ alone corresponds to $+1.2$ cm$^{-1}$ on this branch. Adding it to the Keating value gives neither the size nor the sign of silicon's curvature: the same forces also change $L,M,N$, the Keating values of these can be off by a large factor, and $K_Q$ varies as $Q^2$. The number measures only how far the trace rule (\ref{eq:trace}) is broken. The three-parameter relations between directions should therefore not be used to predict silicon's [111] LO curvature from the other branches.

The wave vector $q=1$ nm$^{-1}$ belongs to a standing wave with one half wavelength across a film about 3 nm thick. Temperature matters for such small shifts. With a rough softening of 0.02 cm$^{-1}$/K near room temperature, heating by about 55 K imitates the model's [111] LO shift. At low temperature the softening is weaker, and more heating is needed for the same shift. Strain in a film moves the line too. A shift of this size can therefore be assigned to dispersion only if the temperature is known much better than that and strain is excluded or accounted for. These figures refer to the model's shift and scale with silicon's actual curvature, which the model does not fix. The complete values are in the numerical output.

\section*{Numbers as computed}
\begin{verbatim}
quadratic invariants in O_h: 3
linear invariants in O_h: 0
linear invariants in T_d: 1, antisymmetric ones: 0
lattice constant a = 0.543 nm
alpha = 45.0 N/m, beta = 12.0 N/m
atomic mass m = 4.6645e-26 kg
omega0 = 9.8874e+13 rad/s
omega0 as wavenumber = 524.9 cm^-1
L = -2.6075e+07 m^2/s^2
M = -2.9942e+07 m^2/s^2
N = -1.8090e+07 m^2/s^2
invariant coefficient A = (L+2M)/3 = -2.8653e+07 m^2/s^2
invariant coefficient B = L-M = 3.8676e+06 m^2/s^2
M without acoustic elimination = -4.5038e+07 m^2/s^2
[100] LO: c formula = -2.6075e+07 m^2/s^2, c from 6x6 matrix = -2.6075e+07 m^2/s^2
[100] LO: curvature d2nu/dq2 = -1.400 cm^-1 nm^2
[100] LO: shift at q = 1 nm^-1, quadratic = -0.700 cm^-1, full model = -0.702 cm^-1
[100] TO: c formula = -2.9942e+07 m^2/s^2, c from 6x6 matrix = -2.9942e+07 m^2/s^2
[100] TO: curvature d2nu/dq2 = -1.608 cm^-1 nm^2
[100] TO: shift at q = 1 nm^-1, quadratic = -0.804 cm^-1, full model = -0.802 cm^-1
[111] LO: c formula = -4.0713e+07 m^2/s^2, c from 6x6 matrix = -4.0713e+07 m^2/s^2
[111] LO: curvature d2nu/dq2 = -2.186 cm^-1 nm^2
[111] LO: shift at q = 1 nm^-1, quadratic = -1.093 cm^-1, full model = -1.095 cm^-1
[111] TO: c formula = -2.2623e+07 m^2/s^2, c from 6x6 matrix = -2.2623e+07 m^2/s^2
[111] TO: curvature d2nu/dq2 = -1.215 cm^-1 nm^2
[111] TO: shift at q = 1 nm^-1, quadratic = -0.607 cm^-1, full model = -0.604 cm^-1
trace c_LO+2c_TO from 6x6 matrix: [100] -8.5960e+07, [111] -8.5960e+07 m^2/s^2
largest error on [100],[111], relative to |M| = 1.2e-10
largest error on [123], relative to |M| = 2.4e-10
quadrupole lattice sum / prediction, radius 22 a = 0.9962
quadrupole lattice sum / prediction, radius 30 a = 1.0021
rough inputs: Q = 0.7 e nm, eps = 11.7
K_Q = 1.3e+08 m^2/s^2
quadrupole addition to c_LO[111], K_Q/3 = 4.3e+07 m^2/s^2
its size relative to |c_LO[111]| = 1.1
its shift at q = 1 nm^-1 = 1.2 cm^-1
rough thermal softening = 0.02 cm^-1/K
heating that imitates the [111] LO shift at 1 nm^-1 = 55 K
\end{verbatim}
